Fitting High-Field Oxide Growth Transients and Diagnosing Parameter Correlation

**Two points and a line**

An ion in an anodic oxide film crosses a barrier whose top lies a distance a from its site. A field E lowers the barrier by z e a E, where z is the charge number of the ion and e the elementary charge. If jumps against the field are negligible, the ionic current density is

i = A exp(BE),  B = z e a/(kT).

Here a is an effective activation distance: if the field felt by the ion is a constant multiple of the mean field, that factor is included in it. The current yields B, hence the product z a. A value of z must be assumed before a can be quoted.

Suppose that the field is known at two instants. At 5.904 MV/cm the current is 0.9504 mA/cm², and at 4.596 MV/cm it is 0.00351 mA/cm². Write y = ln i, with i in mA/cm². Then

y₁ = −0.051,  y₂ = −5.652

B = (y₁ − y₂)/(E₁ − E₂) = 5.601/1.308 = 4.28 cm/MV

ln A = y₁ − BE₁ = −25.33.

The current was measured near 5 MV/cm, but A belongs to zero field. The errors show what this extrapolation does. Let y₁ and y₂ have independent errors of standard deviation σ, and define

Ē = (E₁ + E₂)/2,  s = (E₁ − E₂)/2,  ȳ = (y₁ + y₂)/2.

Since B = (y₁ − y₂)/(2s),

var(B) = 2σ²/(4s²) = σ²/(2s²)

var(ȳ) = σ²/2

cov(ȳ,B) = (σ² − σ²)/(4s) = 0.

The line's height at the mean field is therefore uncorrelated with its slope. Because ln A = ȳ − ĒB,

cov(ln A,B) = −Ē var(B)

var(ln A) = σ²/2 + Ē² var(B) = (s² + Ē²) var(B).

The correlation coefficient follows on division by the two standard deviations:

ρ = −Ē/√(Ē² + s²).

The noise level has cancelled. With Ē = 5.250 and s = 0.654 MV/cm, ρ = −0.992. For 1% current errors, σ = 0.01, so the error of B is 0.01/(√2 × 0.654) = 0.011 cm/MV, a quarter of a percent. The error of ln A is 0.057. B is well determined although ρ is close to −1. The correlation reports mainly that the origin of the field axis lies far from the data.

In a real transient the field is not handed to us. It is voltage divided by a thickness that grows with the current being fitted, so the line must be replaced by an integration.

**Growth at constant current**

Let L be the film thickness and κ the oxide volume formed per unit charge. Then

dL/dt = κi.

The voltage V across the film is counted from the oxide formation potential, and E = V/L. With V in volts and L in nm, the field in MV/cm is 10V/L.

Take Ta₂O₅ with molar mass 441.89 g/mol, density 8.0 g/cm³ and ten electrons per formula unit. If all the charge forms oxide, κ = 441.89/(10 × F × 8.0), with F the Faraday constant. This is 0.5725 nm per mC/cm².

At constant current i₁ the steady field satisfies ln i₁ = ln A + BE_g, so

E_g = (ln i₁ − ln A)/B

V(t) = E_g(L₀ + κi₁t).

This straight line has slope E_gκi₁ and intercept E_gL₀. It gives E_g and the initial thickness L₀, but not A and B separately. Every pair with the same ln A + BE_g produces the same line. More points or less noise cannot change that.

The initial charging of the film contains some further information. Let ε be its permittivity. The applied current then divides into ionic and displacement parts:

i₁ = i + ε dE/dt.

Integration from zero field until the field is steady gives

∫i dt = i₁t − εE_g

L = L₀ + κi₁t − κεE_g.

The missing thickness depends on E_g alone, so it does not separate A from B either. Near the end of charging put E = E_g + δ with Bδ small. Then i ≈ i₁(1 + Bδ), and

ε dδ/dt = −Bi₁δ.

The relaxation time ε/(Bi₁) does depend on B. It shows itself only in the knee between charging and growth.

For the example, take i₁ = 1 mA/cm², L₀ = 2 nm and relative permittivity 27. Let a = 0.220 nm, z = 5, A = 10⁻¹¹ mA/cm² and T = 298.15 K. These give B = 4.281 cm/MV and E_g = 25.328/4.281 = 5.916 MV/cm. Charging takes about εE_g/i₁ = 14 ms and costs 0.008 nm.

Numerical integration of the charging equations was repeated with B raised by 20% and A adjusted to keep E_g. The two voltages differ by at most 5.4 mV, in the knee. With 10 mV noise and readings seconds apart, this growth transient cannot separate the parameters.

**Holding the voltage**

Now fix V when the thickness is L_s. As the film thickens, its field falls and the current explores the exponential law. From E = V/L,

dE/dt = −(V/L²) dL/dt = −(E/L)κi.

Let g be the relative decay rate of the current:

g = −d ln i/dt = −B dE/dt = BEκi/L.

Dividing by i removes the prefactor:

d(1/i)/dt = −(1/i) d ln i/dt = g/i = κBV/L².

The rise of the reciprocal current therefore measures B if thickness is followed by counting charge. Integrating between two times,

B = [1/i(t₂) − 1/i(t₁)] / [κV ∫dt/L²].

While L has hardly changed, the current is i₁/(1 + t/τ), with τ = L_s²/(κBVi₁). In the example the hold is at 20 V. It starts after 55.56 s of growth, when L_s = 2.0 + 0.5725 × 55.56 = 33.81 nm. Thus τ = L_s/(κBE_gi₁) = 2.3 s.

Numerical integration of the hold with the stated parameters gives:

t (s) | i (mA/cm²) | L (nm) | E (MV/cm)
0.122 | 0.9504 | 33.88 | 5.904
10.22 | 0.1986 | 36.11 | 5.538
99.07 | 0.0286 | 39.32 | 5.086
1000 | 0.00351 | 43.52 | 4.596

The first two rows suffice for an estimate by hand. If L rose linearly between them, ∫dt/L² would equal Δt/(L₁L₂). The reciprocal current rises by 5.035 − 1.052 = 3.983 cm²/mA in 10.10 s. With the factor 10 from the units of field,

B ≈ 3.983 × 33.88 × 36.11/(0.5725 × 200 × 10.10) = 4.21 cm/MV.

This is 1.6% below the value used. The sign has a definite cause. Growth slows as the current falls, so L(t) lies above its chord. The true ∫dt/L² is smaller than the linear estimate, and the true B is larger.

**What each reading knows**

A least-squares fit needs the change of each predicted reading with each parameter. For growth, differentiating V = E_gL gives

∂V/∂ln A = −L/B

∂V/∂B = −E_gL/B

∂V/∂L₀ = E_g.

At every time the derivative with respect to B is E_g times that with respect to ln A. This is the degeneracy found above.

For the hold, write the growth rate as f(L) = κA exp(BV/L). Separating variables gives

t = ∫ dL′/f(L′), from L_s to L.

Differentiate with respect to ln A or B at fixed t and L_s. The upper limit moves and the integrand changes:

0 = (1/f) ∂L/∂p − ∫ (∂ln f/∂p)(dL′/f).

Since dL′/f is an element of time,

∂L/∂p = κi ∫ (∂ln f/∂p) dt′, from 0 to t.

At fixed L, ∂ln f/∂ln A = 1 and ∂ln f/∂B = E. Hence

∂L/∂ln A = κit,  ∂L/∂B = κiQ,  Q = ∫E dt′.

Changing the lower limit instead gives 0 = (1/f)∂L/∂L_s − 1/f(L_s), or ∂L/∂L_s = i/i(0), where i(0) is the model current at the start of the hold.

Now ln i = ln A + BV/L. A change of L contributes −(BE/L) times that change. Using g = BEκi/L,

∂ln i/∂ln A = 1 − gt = 1 + d ln i/d ln t

∂ln i/∂B = E − gQ

∂ln i/∂L_s = −(BE/L) i/i(0).

Because L_s = L₀ + κi₁t_s and the switching time t_s is measured, the last line is also the derivative with respect to L₀.

The first result has a direct meaning. A larger A raises the current at once, but the film then thickens sooner and suppresses the current. At 10.22 s,

g = 4.281 × 5.538 × 0.5725 × 0.1986/36.11 = 0.0746 s⁻¹,

so the sensitivity is 1 − 0.763 = 0.237. It was 0.950 at 0.122 s and is 0.091 at 1000 s.

In the constant-thickness approximation the sensitivity would be 1/(1 + t/τ) and would vanish at long times. Growth leaves a remainder. The reciprocal-current equation gives

gt = t L⁻² / [1/(κBVi(0)) + ∫dt′/L′²].

When the initial term has become small, gt is the present value of L⁻² divided by its time average. In a thickening film this ratio is below one.

**The fitting algorithm**

Assume that κ, T, i₁, V and t_s are known, and that the readings have independent errors σ_V for voltage and σ_y for ln i. Fit ln A, B and L₀ as follows.

1. Fit a straight line to V(t) during growth. Its slope gives E_g and its intercept gives L₀. Sum the charge in the hold to estimate L(t), and obtain B from the reciprocal-current formula. Set ln A = ln i₁ − BE_g.

2. Starting from L_s = L₀ + κi₁t_s and Q = 0, integrate

dL/dt = κA exp(BV/L)

dQ/dt = V/L.

These two equations supply both the predicted current and its derivatives. In the variable u = ln(1 + t/1 s), dt = (1 s + t)du, so equal steps in u resolve the fast start and the slow tail. The example uses the fourth-order Runge–Kutta method with four steps between neighbouring readings.

3. Divide each residual, data minus prediction, by its standard error to form r. Divide the corresponding derivatives by the same error to form the matrix J. To first order, a parameter change δ changes the residuals to r − Jδ. Setting the derivative of |r − Jδ|² to zero gives

JᵀJδ = Jᵀr.

Scale the columns of J before solving, add δ to the parameters, and repeat from step 2 until δ is negligible beside the standard errors.

4. Compute the covariance matrix C = (JᵀJ)⁻¹. This follows because independent residuals of unit variance produce parameter errors (JᵀJ)⁻¹Jᵀr. It is a local, linear description and assumes that the model and the noise levels are right.

**The pivot field**

The two-point argument now extends to the whole fit. With L₀ free, take from C the variances of ln A and B and their covariance. At a chosen field E, the variance of the fitted logarithmic current is

var(ln A + BE) = var(ln A) + 2E cov(ln A,B) + E² var(B).

Its derivative vanishes at

E* = −cov(ln A,B)/var(B).

This pivot is where the fitted law is best determined. Put y* = ln A + BE*. Then

cov(y*,B) = cov(ln A,B) + E* var(B) = 0.

Define s = σ(y*)/σ(B), where σ denotes a standard error. Since ln A = y* − E*B,

var(ln A) = (s² + E*²) var(B)

ρ = −E*/√(E*² + s²).

For two directly known fields, E* is their mean and s their half-distance. In the transient fit they also contain the feedback through thickness and the uncertainty of L₀.

Writing the law as ln i = y₀ + B(E − E₀) replaces E* by E* − E₀ in the formula for ρ. The correlation can thus be removed by taking E₀ = E*, without any change in σ(B) or in the predicted currents. Reporting y*, E* and B with their errors is clearer than reporting A alone. If A must be quoted, its covariance with B belongs beside it.

**A noisy experiment**

Synthetic data were made from the parameters above, with 27 voltages between 2 and 54 s and 60 currents spaced evenly in u up to 1000 s. Random normal errors were added: 10 mV in voltage and 0.01 in ln i, or about 1% of the current.

The starting step gives B = 4.318 cm/MV, within 1% of the input. The full fit gives

B = 4.278 ± 0.007 cm/MV

ln A = −25.309 ± 0.036

L₀ = 2.004 ± 0.007 nm.

With z = 5, a = 0.21985 ± 0.00034 nm; these are noise errors at known κ and T. The weighted sum of squared residuals, χ², is 73.7 for 87 − 3 = 84 degrees of freedom.

The correlation is −0.986, with E* = 5.434 MV/cm and s = 0.92 MV/cm. At the pivot the error of ln i is 0.006, six times smaller than that of ln A. The errors in this particular fit show the compensation: B is low by 0.003 cm/MV and ln A is high by 0.019. At the pivot their sum is 0.019 − 5.434 × 0.003 = 0.003.

Next, evaluate C at the true parameters while shortening the hold. The spacing of readings in u is kept, so a shorter hold also has fewer readings (20, 40 and 60). The first column gives the time of the last reading:

hold (s) | error of a | ρ | E* (MV/cm)
9 | 0.51% | −0.999 | 5.76
99 | 0.23% | −0.994 | 5.60
1000 | 0.15% | −0.986 | 5.43

The error falls more than threefold, partly because a longer hold has more readings, while ρ stays close to −1. A further comparison uses the 1000 s hold alone, with L₀ and hence L_s taken as known. Its error is 0.150%, against 0.153% for the joint fit, yet its correlation is stronger, −0.995. Ranking these two fits by |ρ| would put them in the wrong order for determining a. The hold does this well only because L₀ is given to it; with L₀ free, the hold alone fixes a to about 3%, so the growth readings are what supply the thickness.

**Errors that the residuals may hide**

One uncertainty cannot be found from the growth and hold readings used in this fit, which do not resolve the initial charging. Multiply κ, L₀ and B by a common factor c, leaving A unchanged. If L is also multiplied by c, E = V/L is divided by c and BE is unchanged. The current is therefore the same, and both sides of dL/dt = κi acquire the factor c. The growth voltage is also unchanged, since E_g falls by c as L rises by c. Thus the quasi-steady data determine B/κ, not B. A κ that is 5% too high makes a 5% too high and adds no misfit. An independent value of κ is needed, either from density and current efficiency or from a separate measurement of the film thickness.

Other neglected effects can be sized by adding each one to noise-free data and fitting the simple model. To first order, the resulting χ² is what the effect would add on average to a noisy fit, because its cross term with the noise averages to zero. The ordinary standard deviation of χ² with 84 degrees of freedom is √168 = 13, and the statistical error of a is 0.15%.

- A constant 20 nA/cm² electronic leakage shifts a by −0.14% and adds 0.8 to χ².
- A 10 Ω cm² electrolyte resistance shifts a by −0.10% and adds 1.5. The shift grows in proportion to the resistance and the added χ² roughly as its square; an uncompensated dilute electrolyte can easily exceed this value several times.
- A measured voltage 50 mV above the film voltage shifts a by +0.20% and adds 0.02.
- Displacement current shifts a by 0.01%, with negligible misfit.

Joule heating is larger. Suppose that the warming follows the dissipated power without delay, which ignores the thermal inertia of the metal and the electrolyte; a thermal lag of seconds would change the numbers below. With heat transfer of 50 mW/(cm² K), the 20 mW/cm² at switching then warms the film by 0.40 K. Let W be the barrier at zero field and write i = A₀ exp[−(W − zeaE)/(kT)]. A small warming ΔT then adds (W − zeaE)ΔT/(kT²) to ln i. The estimate takes A₀ = 2a z e n ν, with n = 10²² ions/cm³ and attempt rate ν = 10¹³ s⁻¹, and finds W from A. The fitted a rises by 0.63%, four standard errors, but χ² gains only 12. The total misfit would not reliably reveal this bias.

A delayed response of mobile defects was represented by letting 30% of the field in the exponent lag behind, with a relaxation charge of 0.1 mC/cm². It shifts a by 0.03% and adds 4.0 to χ². This small result belongs to those assumed values; a larger relaxation charge would have to be assessed separately.

Finally, let the slope of ln i change with field by adding

−½cB(E − E_g)²,  c = 0.05 per MV/cm.

The slope at E_g is still B, but it increases as the field falls. The fitted a is 3.1% above the value at E_g, and χ² gains 65, five of its standard deviations. The zero-field value of ln i is now 3.75 below the original ln A, whereas the fit lowers ln A by only 0.78. The fitted prefactor is too high by a factor exp(2.97), about 20. Its statistical error of 0.036 says nothing about this failure of extrapolation.

The parameters are rough values for tantalum anodized in dilute acid near room temperature, where a field of about 6 MV/cm at 1 mA/cm² is a reasonable scale. The density and unit current efficiency are assumptions, and the sizes of the neglected effects are trial values, not measurements. Real films can depart from a strictly linear ln i against E, and their density can differ from the assumed one. The trial curvature moves a by 3%, and a 5% error in κ, which a density error of about that size produces, moves it by 5%; both are far more than the noise does. The quadratic field laws reported for anodic tantalum oxide imply a curvature several times the trial value, so for a real film the first shift can exceed 10%. Reverse jumps are no concern in this range: if the barrier top lies midway between neighbouring sites, their ratio to forward jumps is exp(−2BE), about 10⁻¹⁷ at the end of the hold.

The correlation, then, calls for a pivot field and a full covariance matrix. The accuracy of a calls for an independent κ and a test for curvature over the measured fields. A prefactor extrapolated to zero field describes the forward jumps there if their rate follows the same exponential law across the unmeasured interval, which readings above 4.5 MV/cm do not test.
